\section*{Why the g values of dysprosium and erbium fall below Landé's}

\section{Problem}

The ground levels of neutral dysprosium, $4f^{10}6s^2\,{}^5I_8$, and erbium, $4f^{12}6s^2\,{}^3H_6$, have observed $g$ values $1.242$ and $1.164$. Landé's formula with the free-electron value $g_s=2.00232$ gives $1.251$ and $1.167$. Account for the differences.

The field $\mathbf B$ is weak and uniform. Atomic units are used, the electron charge is $-1$, and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ is scaled so that the kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$. The Zeeman energy is written $\tfrac12\mathbf B\cdot\mathbf m$, so $\mathbf m$ is the moment in units of minus the Bohr magneton, and $g=\langle m_z\rangle/J$ in the state $M=J$.

\section{A tempting solution}

Start with $\mathbf m=\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$. Within a level, $\mathbf S$ may be replaced by its projection on $\mathbf J$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $2\mathbf S\cdot\mathbf J=\mathbf J^2+\mathbf S^2-\mathbf L^2$, hence
\begin{equation}
g_{LS}=1+(g_s-1)\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
\end{equation}
For ${}^5I_8$ the fraction is $(72+6-42)/144=1/4$; for ${}^3H_6$ it is $(42+2-30)/84=1/6$. Thus $g_{LS}=1.25058$ and $1.16705$. The anomalous spin moment is already included.

Spin--orbit coupling, $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, mixes terms. It is a vector operator in spin space and in orbital space, so it changes $S$ and $L$ by at most one. In $f^{10}$ the largest spin is 2, and ${}^5I$ is the only quintet that reaches $J=8$. A triplet with $J=8$ needs $L\ge7$, while the selection rule demands $L\le7$. The direct partner is therefore ${}^3K_8$, of which there are two. In $f^{12}$ the only levels with $J=6$ are ${}^3H_6$ and ${}^1I_6$.

The partners have smaller $g$. For ${}^3K_8$ the fraction is $(72+2-56)/144=1/8$, so $g=1.12529$; for ${}^1I_6$, $g=1$. Neither $\mathbf J$ nor $\mathbf S$ connects different $LS$ terms, so there is no interference term in $\langle m_z\rangle$. If $w$ is the weight outside the parent term,
\begin{equation}
\Delta g_{\rm Dy}\simeq-\frac{g_s-1}{8}\,w,\qquad
\Delta g_{\rm Er}=-\frac{g_s-1}{6}\,w .
\label{weight}
\end{equation}
The second relation is exact in the two-level space. The first holds to order $\zeta^2$, since other levels enter the weight only at order $\zeta^4$.

Now fit the weights to the observations:
\[
w_{\rm Dy}=\frac{1.25058-1.242}{0.12529}=0.068,\qquad
w_{\rm Er}=\frac{1.16705-1.164}{0.16705}=0.018 .
\]
Both are small, and intermediate coupling appears to explain everything.

\section{The fault}

The weights are not free. They follow from $\zeta$ and the Slater integrals
\[
F^k=\int_0^\infty\!\!\int_0^\infty P_f(r)P_f(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',
\]
with $P_f$ the normalized $4f$ radial density. Multiplying the whole energy matrix by a constant leaves its eigenvectors unchanged. At fixed $F^2:F^4:F^6$, only the ratio $\zeta/F$ matters.

Erbium can be done by hand. Its two holes have the same Coulomb term separations as two electrons, while the spin--orbit matrix changes sign because $\sum\mathbf l\cdot\mathbf s$ has zero trace over the full shell.

For two electrons, the diagonal element in ${}^3H_6$ is $\tfrac12\zeta\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12\zeta(42-30-2)/2=\tfrac52\zeta$, and that in ${}^1I_6$ is zero. To find the off-diagonal element $x$, use $jj$ coupling. One $f$ electron has spin--orbit energy $\tfrac32\zeta$ for $j=7/2$ and $-2\zeta$ for $j=5/2$. The two states with $J=6$ are $(7/2,7/2)$ and $(5/2,7/2)$, with energies $3\zeta$ and $-\tfrac12\zeta$. The determinant of the matrix must equal their product:
\[
\tfrac52\zeta\cdot0-x^2=-\tfrac32\zeta^2,\qquad |x|=\sqrt{3/2}\,\zeta .
\]

For the Coulomb gap $D=E({}^1I)-E({}^3H)$, take the two-electron determinants $|3\!\uparrow3\!\downarrow|$ and $|3\!\uparrow2\!\uparrow|$, labelled by $m_l$. Let $c^k(m,m')$ be the matrix element of the normalized spherical harmonic $C^k_{m-m'}$ between $f$ orbitals. The energies are
\[
E({}^1I)=\sum_kF^k[c^k(3,3)]^2,\quad
E({}^3H)=\sum_kF^k\{c^k(3,3)c^k(2,2)-[c^k(3,2)]^2\},
\]
apart from a common $F^0$. The angular integrals give
\[
\begin{array}{c|ccc|c}
k&c^k(3,3)&c^k(2,2)&|c^k(3,2)|&\text{unit}\\ \hline
2&-5&0&5&1/15\\
4&3&-7&\sqrt{30}&1/33\\
6&-1&6&\sqrt7&5/429
\end{array}
\]
The three differences are $25-(-25)=50$, $9-(-21-30)=60$ and $1-(-6-7)=14$, so
\begin{equation}
D=50\frac{F^2}{225}+60\frac{F^4}{1089}+14\frac{25F^6}{184041}.
\end{equation}
With the Coulomb energy of ${}^3H$ as zero, the erbium matrix is
\begin{equation}
H_{\rm Er}=\begin{pmatrix}-\frac52\zeta&x\\x&D\end{pmatrix},\qquad
w=\sin^2\theta,\quad \tan2\theta=\frac{2|x|}{D+\frac52\zeta}.
\label{two}
\end{equation}

The radial quantities come from a Dirac--Slater mean field: one spherical potential $V$ containing the nuclear attraction, the electrostatic potential of all electrons and the exchange potential $-\tfrac32(3\rho/\pi)^{1/3}$. The nonrelativistic $4f$ function in the converged potential gives, for erbium, $\zeta=2644$ and $F^2,F^4,F^6=122115,\,76156,\,54663$ (all in $\mathrm{cm^{-1}}$). Hence
\[
D=27137+4196+104\simeq31436\ \mathrm{cm^{-1}},\qquad |x|=3238\ \mathrm{cm^{-1}},
\]
\[
\tan2\theta=\frac{6476}{31436+6610}=0.170,\qquad w=0.0071 .
\]
The fitted weight $0.018$ is more than twice this. Let $q$ be $\zeta/F$ relative to its computed value. Equation~\eqref{two} with $\zeta\to q\zeta$ reaches $w=0.018$ only near $q=1.9$; the rounding of the observed $g$ allows about $1.7$ to $2.1$.

Dysprosium needs a larger matrix. There are 11 determinants of $f^{10}$ with $M=8$. Their Coulomb elements are built from
\[
\langle ab|r_{12}^{-1}|cd\rangle=\delta_{\sigma_a\sigma_c}\delta_{\sigma_b\sigma_d}\,
\delta_{m_a+m_b,\,m_c+m_d}\sum_kF^kc^k(m_a,m_c)c^k(m_d,m_b)
\]
minus exchange, and the spin--orbit sum is added. The lowest eigenvalue has no partner at $M=9$, so its state has $J=8$. Diagonalization gives a coupled $g$ of $1.24231$ at $q=1$ and $1.24088$ at $q=1.1$. Interpolation puts the observed $1.242$ near $q=1.02$.

The tempting solution thus needs $q\simeq1.0$ in one atom and $1.9$ in another two places along the same series. With $q$ near one, intermediate coupling leaves erbium at $1.166$. The error lies in the moment itself: $\mathbf L+g_s\mathbf S$ lacks terms of order $\alpha^2$ that affect both atoms by a similar amount. Dysprosium hides them because a modest change of $q$ alters its large admixture shift by a comparable amount.

\section{The relativistic moment}

In the mean field an electron obeys the Dirac equation, with energy $\varepsilon$ measured from the rest energy. Put $\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $c=1/\alpha$. The equation for the lower component gives $\chi=c\,(2c^2+\varepsilon-V)^{-1}\Pi\varphi$. Inserting it into the equation for the upper component and expanding to order $c^{-2}$,
\[
\Big[\frac{\Pi^2}{2}+V-\varepsilon-\frac1{4c^2}\Pi(\varepsilon-V)\Pi\Big]\varphi=0 .
\]
The norm is $\langle\varphi|1+\Pi^2/4c^2|\varphi\rangle$, so a normalized two-component function $\psi$ is introduced by $\varphi=(1-\Pi^2/8c^2)\psi$. Multiplying the equation from the left by the same factor makes it Hermitian. The corrections containing $\varepsilon$ cancel, and
\[
h=\frac{\Pi^2}{2}+V-\frac{\Pi^4}{8c^2}-\frac1{8c^2}[\Pi,[\Pi,V]] .
\]
Since $[\Pi,V]=-i\boldsymbol\sigma\cdot\nabla V$ and $\boldsymbol\pi\times\nabla V=-\nabla V\times\boldsymbol\pi$, the double commutator is $-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)$. Therefore
\begin{equation}
h=\frac{\Pi^2}{2}+V-\frac{\alpha^2}{8}\Pi^4+\frac{\alpha^2}{8}\nabla^2V
+\frac{\alpha^2}{4}\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).
\label{h}
\end{equation}
At zero field the last term is $\tfrac12\alpha^2(V'/r)\,\mathbf l\cdot\mathbf s$, which identifies $\zeta=\tfrac12\alpha^2\langle V'/r\rangle$.

The terms linear in $\mathbf B$ follow from
\[
\Pi^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B=p^2+\mathbf B\cdot(\mathbf l+2\mathbf s)+O(B^2).
\]
The leading term $\Pi^2/2$ gives the usual moment $\mathbf l+2\mathbf s$. Because $p^2=2T$ commutes with $\mathbf l$ and $\mathbf s$, the quartic term contributes
\[
-\frac{\alpha^2}{8}\,2p^2\,\mathbf B\cdot(\mathbf l+2\mathbf s)
=\tfrac12\mathbf B\cdot[-\alpha^2T(\mathbf l+2\mathbf s)] .
\]
With $\mathbf n=\mathbf r/r$ and $\mathbf n\times(\mathbf B\times\mathbf n)=\mathbf B-\mathbf n(\mathbf n\cdot\mathbf B)$, the spin--orbit term contributes
\[
\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\mathbf A)
=\tfrac12\mathbf B\cdot\Big\{\frac{\alpha^2}{2}rV'[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)]\Big\}.
\]
In a stationary state $\langle[\mathbf r\cdot\mathbf p,\,T+V]\rangle=0$, which is the virial theorem $\langle rV'\rangle=2\langle T\rangle$. The sum is
\begin{equation}
\delta\mathbf m_{\rm rel}=-\alpha^2\langle T\rangle\,[\mathbf l+\mathbf s+\mathbf n(\mathbf n\cdot\mathbf s)] .
\label{rel}
\end{equation}
The difference between $g_s$ and 2 inside this correction is of higher order in $\alpha$ and is dropped.

One electron gives a limiting case. Project $\mathbf n(\mathbf n\cdot\mathbf s)$ on $\mathbf j$. Since $\mathbf n\cdot\mathbf l=0$, one has $(\mathbf n\cdot\mathbf j)(\mathbf n\cdot\mathbf s)=(\mathbf n\cdot\mathbf s)^2=\tfrac14$, and
\begin{equation}
\delta g_j=-\alpha^2\langle T\rangle\Big[1+\frac1{4j(j+1)}\Big].
\end{equation}
For dysprosium $\langle T\rangle=22.320$ hartree and $\alpha^2\langle T\rangle=0.001189$. The bracket is $36/35$ for $j=5/2$ and $64/63$ for $j=7/2$, so the shifts are $-0.001223$ and $-0.001207$. Direct Dirac solutions in the same potential give $-0.001269$ and $-0.001226$. The differences are 4\% and 2\% of the formula. In a test with the speed of light tripled, where higher orders are suppressed, the differences fall to about 0.4\% and 0.2\%, a ninth of their former size, as expected for the next order in $\alpha^2$.

For the whole shell $\sum(\mathbf l+\mathbf s)=\mathbf J$. The relativistic shift of $g$ is therefore $-\alpha^2\langle T\rangle(1+\kappa)$, where
\[
\kappa=\frac1J\Big\langle\sum_i[\mathbf n_i(\mathbf n_i\cdot\mathbf s_i)]_z\Big\rangle .
\]
Its main part does not depend on the coupling scheme, which is why two levels with very different admixtures are affected alike.

\section{The diamagnetic moment}

The field also acts on the other electrons. Their velocity is $\mathbf p+\mathbf A$. In closed shells the $\mathbf p$ part carries no average current. The other $4f$ electrons are replaced by their spherical average over all $m_l$, an approximation that drops the anisotropy of the open shell. With the spherical mean density $\rho$, the charge current induced by the field is $-\rho\mathbf A$. It produces at the $4f$ electron the vector potential
\[
\mathbf A_{\rm ind}(\mathbf r)=-\alpha^2\int\frac{\rho(r')\,\tfrac12\mathbf B\times\mathbf r'}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]
Expand $1/|\mathbf r-\mathbf r'|$ in Legendre polynomials $P_l$. Because $\int\mathbf n'P_l(\mathbf n\cdot\mathbf n')\,d\Omega'=\tfrac{4\pi}{3}\mathbf n\,\delta_{l1}$, only $l=1$ survives. With $P=4\pi r^2\rho$,
\begin{equation}
\mathbf A_{\rm ind}=-\alpha^2u\,\mathbf A,\quad u=\frac{a+b}{3},\quad
a=\frac1{r^3}\int_0^rPr'^2dr',\quad b=\int_r^\infty\frac{P}{r'}dr' .
\end{equation}
Differentiation gives $ra'=-3a+P$ and $rb'=-P$, hence $ru'=-a$. The induced field is
\[
\mathbf B_{\rm ind}=\nabla\times\mathbf A_{\rm ind}
=-\alpha^2\Big\{u\mathbf B-\frac a2[\mathbf B-\mathbf n(\mathbf n\cdot\mathbf B)]\Big\}.
\]
Two limits show its meaning. At the nucleus $a\to0$, and the field is reduced by the fraction $\tfrac13\alpha^2\int(P/r)\,dr$. Outside the charge $b=0$, and $\mathbf B_{\rm ind}=-\tfrac16\alpha^2a[3\mathbf n(\mathbf n\cdot\mathbf B)-\mathbf B]$ with $a\propto r^{-3}$: the field of a dipole opposed to $\mathbf B$.

The $4f$ electron feels the induced field through $\mathbf A_{\rm ind}\cdot\mathbf p+\mathbf s\cdot\mathbf B_{\rm ind}$. Using $\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf l$,
\begin{equation}
\delta\mathbf m_{\rm dia}=-\alpha^2\{\langle u\rangle(\mathbf l+2\mathbf s)-\langle a\rangle[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)]\}.
\label{dia}
\end{equation}
The averages are over the $4f$ density, and $P$ omits one $4f$ electron. Exchange in this magnetic interaction is neglected.

\section{Both atoms evaluated}

For dysprosium $\zeta=2175$ and $F^2,F^4,F^6=116178,\,72453,\,52004$ (in $\mathrm{cm^{-1}}$). The admixed weight is $0.0640$. Equation~\eqref{weight} estimates the coupling shift as $-0.0640\times0.1253=-0.0080$; the full matrix gives $-0.0083$. For erbium $w=0.0071$ gives $-0.0071\times0.167=-0.0012$.

The relativistic shifts, from \eqref{rel} in the coupled states, are $-0.00128$ and $-0.00136$. Compared with $\alpha^2\langle T\rangle=0.00119$ and $0.00132$ (erbium has $\langle T\rangle=24.696$ hartree), they imply $\kappa\simeq0.08$ and $0.03$.

For the diamagnetic shift of dysprosium, $\langle u\rangle=12.225$ and $\langle a\rangle=15.290\ \mathrm{bohr}^{-1}$. The first term of \eqref{dia} is $-\alpha^2\langle u\rangle\times1.24=-0.00081$. In the second, $\langle S_z\rangle/J=0.242$ follows from the coupled $g$, and the term is $+\alpha^2\langle a\rangle(0.242-0.08)=+0.00013$. The sum agrees with the computed $-0.00067$ to the accuracy of this rounding. For erbium the shift is $-0.00072$.
\[
\begin{array}{lrr}
&\text{Dy}&\text{Er}\\ \hline
\text{Landé}&1.25058&1.16705\\
\text{intermediate coupling}&-0.00827&-0.00118\\
\text{relativistic}&-0.00128&-0.00136\\
\text{diamagnetic}&-0.00067&-0.00072\\ \hline
\text{total}&1.24036&1.16379\\
\text{observed}&1.242&1.164
\end{array}
\]
The radial values quoted above carry a mesh error below 0.1\%: in the converged mean field $\zeta$ is about $2\ \mathrm{cm^{-1}}$, $F^2$ about $60\ \mathrm{cm^{-1}}$ and $\langle T\rangle$ about $0.013$ hartree larger in both atoms. The entries of the table do not change. Erbium agrees to the three decimals given. Dysprosium comes out too low by $0.0016$, about a fifth of the observed lowering of $0.0086$; the rounding of the observed $g$ allows 13\% to 26\%. Intermediate coupling alone, with $1.2423$, lies closer to its observed value. At $q=1$ dysprosium therefore does not support the corrections to the moment; the evidence for them comes from erbium. The proportions differ: intermediate coupling supplies four fifths of the calculated lowering in dysprosium but about a third in erbium.

\section{How firm the account is}

At fixed ratios $F^2:F^4:F^6$ the sensitive quantity is $\zeta/F$. Changing $q$ from $0.8$ to $1.25$ moves the total for dysprosium from $1.2430$ to $1.2367$, but that for erbium only from $1.1642$ to $1.1633$. Erbium therefore tests mainly the corrections to the moment, and dysprosium the admixture.

This permits a semiempirical check. Requiring $g=1.242$ for dysprosium fixes $q=0.88$, or $0.84$ to $0.92$ within the rounding of the observed value. If the same relative error in $\zeta/F$ is assumed for erbium, its $g$ is $1.1640$, again in agreement. Dysprosium is then an input and no longer a prediction, and the check is a weak one, because the erbium value hardly depends on $q$. The same procedure without the $\alpha^2$ moments gave $q\simeq1.02$ and $1.166$ for erbium.

The mean field does not explain why $q$ should be below one. Reducing the Slater integrals alone, as an allowance for configuration mixing, raises $q$: a factor $0.8$ on $F^k$ means $q=1.25$ and worsens dysprosium. If the moment corrections are accurate, the configuration is pure and the ratios $F^2:F^4:F^6$ are right, $\zeta$ must be reduced more strongly than the $F^k$. The condition on the ratios is not a minor one: at fixed $F^2$ and $\zeta$, raising $F^4/F^2$ from $0.62$ to $0.70$ and $F^6/F^2$ from $0.45$ to $0.54$ lifts the dysprosium total from $1.2404$ to about $1.242$ and changes erbium by less than $0.0001$. A change of $q$ is therefore only one way to close the gap. A plausible but untested source of a smaller $\zeta$ is the magnetic spin--other-orbit interaction, which the mean field omits. Even in the same potential $\zeta$ depends by about 4\% on how the $4f$ orbital is treated: the splitting of the Dirac $4f$ levels gives $2271$ instead of $2175\ \mathrm{cm^{-1}}$ for dysprosium. By interpolation, that larger value with unchanged $F^k$ would lower its $g$ by a further $0.0006$; the Dirac $4f$ density also raises $F^2$ by about 2\%, and the net lowering is then about $0.0003$. Scaling the exchange potential by $2/3$ lowers $\zeta$ by 12\% and $F^2$ by 9\%, so that $q\simeq0.97$ and the total rises only to $1.2408$.

Also left out are explicit mixing with other configurations, which can alter the moment as well as the energies, the motion of the nucleus, and, in the diamagnetic term, exchange and the anisotropy of the open shell. The size of these omissions has not been estimated here. The fourth decimal of the totals, and for dysprosium already the third, is thus not a prediction for the real atoms. The treatment further requires Zeeman energies small compared with the distance to neighbouring levels; in stronger fields levels of different $J$ mix and the splitting is no longer described by one $g$.

Within these limits the answer is that three effects contribute. With $\zeta/F$ near its computed value, erbium requires corrections to the moment beyond the admixture, but the three decimals used here, fewer than the measurements provide, barely separate them: admixture and relativistic shift alone give $1.1645$, at the edge of the rounding. Spin--orbit admixture of ${}^3K_8$ or ${}^1I_6$ reduces the spin part of the moment, the electron's motion reduces its response to the field, and the induced currents of the other electrons weaken the field it feels. The values behind the table and the variation with $q$ are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron spin g factor = 2.002319
alpha squared = 5.32514e-05
Dy: 4f kinetic energy = 22.320 hartree
Dy: zeta = 2175 cm^-1, from Dirac splitting = 2271 cm^-1
Dy: F2, F4, F6 = 116178, 72453, 52004 cm^-1
Dy: mean u = 12.225, mean a = 15.290 bohr^-1
Dy: 4f5/2 relativistic g shift, formula = -0.001223, Dirac = -0.001269
Dy: 4f7/2 relativistic g shift, formula = -0.001207, Dirac = -0.001226
Dy: determinants with M = J: 11
Dy: Lande g = 1.25058, g of admixed level = 1.12529
Dy: relative zeta/F 0.80: admixed weight = 0.04389, coupled g = 1.24496, total g = 1.24300
Dy: relative zeta/F 0.90: admixed weight = 0.05366, coupled g = 1.24368, total g = 1.24172
Dy: relative zeta/F 1.00: admixed weight = 0.06395, coupled g = 1.24231, total g = 1.24036
Dy: relative zeta/F 1.10: admixed weight = 0.07467, coupled g = 1.24088, total g = 1.23893
Dy: relative zeta/F 1.25: admixed weight = 0.09133, coupled g = 1.23863, total g = 1.23668
Dy: intermediate-coupling shift = -0.00827, from weight alone = -0.00801
Dy: relativistic shift = -0.00128, diamagnetic shift = -0.00067
Dy: observed g = 1.242, calculated minus observed = -0.00164
Dy: relative zeta/F fixed by observed g = 0.8788
Er: 4f kinetic energy = 24.696 hartree
Er: zeta = 2644 cm^-1, from Dirac splitting = 2772 cm^-1
Er: F2, F4, F6 = 122115, 76156, 54663 cm^-1
Er: mean u = 13.470, mean a = 16.654 bohr^-1
Er: 4f5/2 relativistic g shift, formula = -0.001353, Dirac = -0.001410
Er: 4f7/2 relativistic g shift, formula = -0.001336, Dirac = -0.001358
Er: determinants with M = J: 2
Er: Lande g = 1.16705, g of admixed level = 1.00000
Er: relative zeta/F 0.80: admixed weight = 0.00490, coupled g = 1.16623, total g = 1.16416
Er: relative zeta/F 0.90: admixed weight = 0.00597, coupled g = 1.16606, total g = 1.16398
Er: relative zeta/F 1.00: admixed weight = 0.00709, coupled g = 1.16587, total g = 1.16379
Er: relative zeta/F 1.10: admixed weight = 0.00826, coupled g = 1.16567, total g = 1.16360
Er: relative zeta/F 1.25: admixed weight = 0.01008, coupled g = 1.16537, total g = 1.16329
Er: Coulomb gap 1I-3H = 31436 cm^-1, coupling = 3238 cm^-1
Er: intermediate-coupling shift = -0.00118, from weight alone = -0.00118
Er: relativistic shift = -0.00136, diamagnetic shift = -0.00072
Er: observed g = 1.164, calculated minus observed = -0.00021
Er: g predicted with the ratio from Dy = 1.16402
\end{verbatim}
